# Why photon exchange repels like charges and scalar exchange attracts

Place two slow fermions of unit charge 0.1 nm apart. One-photon exchange gives them a potential energy of \(+14.400\) eV. Replace one of them by its antiparticle and the energy becomes \(-14.400\) eV; replace both and it returns to \(+14.400\) eV. Now let the same fermions exchange a scalar particle of range 0.1 nm, with a coupling of the same strength. The energy is \(-5.297\) eV in all three cases.

Two signs need explaining. Why does the photon give like charges a positive energy when the scalar gives a negative one? And why does replacing a particle by its antiparticle reverse the first energy but not the second?

## The model and its conventions

The two fermions have spin 1/2, belong to different species 1 and 2, and have masses \(m_1,m_2\). Distinct species leave a single exchange diagram. I use \(\hbar=c=1\), the metric \(g_{\mu\nu}=\mathrm{diag}(1,-1,-1,-1)\), spinors with \(\bar uu=2m\), and charge units in which \(e^2=4\pi\alpha\). For each species the interaction is one of

\[
L_{\rm int}=-Q\,\bar\psi\gamma^\mu\psi A_\mu ,\qquad
L_{\rm int}=-g\,\bar\psi\psi\,\phi .
\]

Here \(Q\) is the charge of the particle, \(g\) is its scalar coupling, and \(\phi\) has mass \(\mu\). A vertex is \(i\) times the coefficient in \(L_{\rm int}\): \(-iQ\gamma^\mu\) or \(-ig\).

The scalar Lagrangian \(\tfrac12\partial_\mu\phi\,\partial^\mu\phi-\tfrac12\mu^2\phi^2\) gives the propagator \(i/(k^2-\mu^2)\). For the photon I add the Feynman gauge-fixing term:

\[
-\tfrac14F_{\mu\nu}F^{\mu\nu}-\tfrac12(\partial\cdot A)^2
=-\tfrac12\partial_\mu A_\nu\partial^\mu A^\nu
+\tfrac12\partial_\mu A_\nu\partial^\nu A^\mu
-\tfrac12(\partial\cdot A)^2 .
\]

Integrating by parts twice turns the middle term into \(+\tfrac12(\partial\cdot A)^2\), which cancels the last. What remains is

\[
-\tfrac12\partial_\mu A_\nu\partial^\mu A^\nu
=\tfrac12\sum_{i=1}^{3}\partial_\mu A_i\,\partial^\mu A_i
-\tfrac12\,\partial_\mu A_0\,\partial^\mu A_0 .
\]

Each spatial component has the Lagrangian of a massless scalar. The time component has the same Lagrangian with the opposite sign. The propagators are therefore \(+i/k^2\) for \(A_i\) and \(-i/k^2\) for \(A_0\), which together read \(-ig_{\mu\nu}/k^2\).

This reversed sign is the physical content of "the sign of \(g_{00}\)". The value \(g_{00}=+1\) is itself a convention: with the opposite metric signature both \(g_{\mu\nu}\) and \(k^2\) change sign, and \(g_{00}/k^2\) does not. What cannot be changed is that \(g_{00}\) is opposite to \(g_{11},g_{22},g_{33}\). The spatial sign is fixed because transverse photons are physical particles and need positive kinetic energy and positive norm. The time component is not an independent physical photon; Gauss's law ties it to the charges.

## From an amplitude to a potential

In ordinary quantum mechanics, a potential \(V(\mathbf r)\) acting once gives the scattering matrix element

\[
\langle f|S-1|i\rangle=-i\int dt\,e^{i(E_f-E_i)t}\langle f|V|i\rangle
=-2\pi i\,\delta(E_f-E_i)\langle f|V|i\rangle .
\]

For two-particle plane waves, \(\langle f|V|i\rangle\) is a momentum-conserving factor \((2\pi)^3\delta^3\) times

\[
\tilde V(\mathbf q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}V(\mathbf r),
\qquad \mathbf q=\mathbf p_1'-\mathbf p_1 .
\]

Quantum field theory writes the same element as \(i\mathcal M(2\pi)^4\delta^4\), but with each state multiplied by \(\sqrt{2E}\). In the centre-of-mass frame elastic scattering leaves each energy unchanged, so the four square roots combine to \((2E_1)(2E_2)\):

\[
\mathcal M=-(2E_1)(2E_2)\tilde V\;\longrightarrow\;-4m_1m_2\tilde V
\]

for slow particles. A positive \(\tilde V\) thus belongs to a negative \(\mathcal M\). In this frame no energy is transferred, so \(k^0=0\) and \(k^2=-|\mathbf q|^2\).

## What a slow fermion presents to the field

In the Dirac representation \(\gamma^0=\mathrm{diag}(1,1,-1,-1)\), and

\[
u(\mathbf p)=\begin{pmatrix}\sqrt{E+m}\;\xi\\[2pt] \dfrac{\boldsymbol\sigma\cdot\mathbf p}{\sqrt{E+m}}\,\xi\end{pmatrix},
\qquad
v(\mathbf p)=\begin{pmatrix}\dfrac{\boldsymbol\sigma\cdot\mathbf p}{\sqrt{E+m}}\,\eta\\[2pt] \sqrt{E+m}\;\eta\end{pmatrix}.
\]

At small momentum \(u\to\sqrt{2m}\,(\xi,0)\) and \(v\to\sqrt{2m}\,(0,\eta)\). Since \(\bar u=u^\dagger\gamma^0\) and \((\gamma^0)^2=1\), an unchanged spin gives

\[
\bar u'\gamma^0u=u'^\dagger u\to2m,\qquad
\bar u'u=u'^\dagger\gamma^0u\to2m .
\]

The spatial current contains \(\gamma^0\gamma^i\), which connects upper to lower components. One factor is then a small component, so the current is of order \(p\). A slow particle therefore couples to the photon through \(A_0\), the component with the reversed sign.

For antiparticles, the field \(\psi\) contains \(b\,u\) and \(d^\dagger v\), where \(b\) removes a particle and \(d^\dagger\) creates an antiparticle. The part of \(\bar\psi\Gamma\psi\) that acts on antiparticles is a sum of terms \(d_r d_s^\dagger\,\bar v_r\Gamma v_s\), where \(\Gamma\) is \(\gamma^\mu\) or 1. Anticommutation gives

\[
d_rd_s^\dagger=\delta_{rs}-d_s^\dagger d_r .
\]

The first term is a vacuum contribution, which does not scatter the antiparticle. In the second, \(d_r\) must remove the incoming antiparticle and \(d_s^\dagger\) must create the outgoing one, so

\[
\langle \mathbf p'|\bar\psi\Gamma\psi|\mathbf p\rangle_{\rm anti}
=-\bar v(\mathbf p)\Gamma v(\mathbf p') .
\]

The lower components that dominate \(v\) have \(\gamma^0=-1\). Hence \(\bar v\gamma^0v=v^\dagger v\to+2m\), while \(\bar vv=v^\dagger\gamma^0v\to-2m\). With the minus sign from reordering,

\[
\text{vector: }-(+2m)=-2m,\qquad
\text{scalar: }-(-2m)=+2m .
\]

The vector source changes sign because reordering supplies one minus sign. The scalar source does not, because \(\gamma^0\) supplies a second one. I write the slow vector source as \(2mc\), with \(c=+1\) for a particle and \(c=-1\) for an antiparticle; the scalar source is \(2m\) for both. The numerical check builds these matrix elements from explicit anticommuting operators and finds the same four signs.

## The two exchange potentials

For the photon, keeping the time component,

\[
i\mathcal M=(-iQ_1)(-iQ_2)(2m_1c_1)(2m_2c_2)\frac{-ig_{00}}{-|\mathbf q|^2}.
\]

The vertices give \(-Q_1Q_2\) and the propagator gives \(+ig_{00}/|\mathbf q|^2\). Thus

\[
\mathcal M=-4m_1m_2\,\frac{g_{00}\,c_1Q_1\,c_2Q_2}{|\mathbf q|^2},
\qquad
\tilde V_\gamma=\frac{c_1Q_1\,c_2Q_2}{|\mathbf q|^2},
\]

using \(g_{00}=1\) in the last step. The products \(c_1Q_1\) and \(c_2Q_2\) are the physical charges.

For the scalar,

\[
i\mathcal M=(-ig_1)(-ig_2)(2m_1)(2m_2)\frac{i}{-|\mathbf q|^2-\mu^2}.
\]

The vertices give \(-g_1g_2\) and the propagator gives \(-i/(|\mathbf q|^2+\mu^2)\). Thus

\[
\mathcal M=+4m_1m_2\,\frac{g_1g_2}{|\mathbf q|^2+\mu^2},
\qquad
\tilde V_\phi=-\frac{g_1g_2}{|\mathbf q|^2+\mu^2}.
\]

The vertices contribute the same factor in both cases. The difference is the propagator numerator: \(+i\) for the scalar, \(-i\) for \(A_0\).

Scalar exchange attracts when \(g_1g_2>0\). Within one species this is automatic for a real coupling, since the product is \(g^2\). Two species with scalar couplings of opposite sign repel, and replacing either by its antiparticle does not change that.

The formulas are low-momentum limits. The full amplitudes were also evaluated for equal masses, scattering through a right angle, at \(p/m=0.010\). In units of the limiting magnitude, the real part of the potential is \(\pm0.999950\) for the photon and \(-0.999950\) for the scalar. The shortfall of \(5\times10^{-5}\) is of the expected order, \(p^2/m^2=10^{-4}\), but it is not the whole deviation. Both spins were taken up along the normal to the scattering plane, and the small components contribute \((\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)\), so the amplitude also has a spin-dependent imaginary part. In units of the limiting magnitude this term gives about \(p^2/2m^2\), both for the scalar and for the time component of the photon. For the photon the product of the two spatial currents adds about \(p^2/m^2\) of the same sign, so its imaginary part is about \(3p^2/2m^2\) in magnitude. A test confirms that the modulus of the full complex deviation from the limit falls by a factor close to four when \(p\) is halved.

## Back to the separation of 0.1 nm

The position-space potential requires

\[
G(r)=\int\frac{d^3q}{(2\pi)^3}\frac{e^{i\mathbf q\cdot\mathbf r}}{|\mathbf q|^2+\mu^2},
\qquad(-\nabla^2+\mu^2)G=\delta^3(\mathbf r).
\]

Away from the origin, spherical symmetry turns this equation into \((rG)''=\mu^2(rG)\). The solution that decays is \(G=Ae^{-\mu r}/r\). Integrating the equation over a very small sphere gives \(4\pi A=1\), because the flux of \(-\nabla G\) through it is \(4\pi A\) and the \(\mu^2\) term vanishes with the radius. Therefore

\[
V_\gamma(r)=\frac{c_1Q_1\,c_2Q_2}{4\pi r},\qquad
V_\phi(r)=-\frac{g_1g_2}{4\pi r}e^{-\mu r},
\]

where the first follows from \(\mu\to0\).

For unit charges, \(e^2/4\pi=\alpha\). Restoring \(\hbar c\),

\[
\frac{\alpha\hbar c}{r}=\frac{197.3270\ \text{eV nm}}{137.0360\times0.100\ \text{nm}}=14.400\ \text{eV}.
\]

The scalar was given \(g^2=e^2\) and a range equal to the separation, so \(\mu r=1\). This corresponds to a mass energy of \(1973.27\) eV. Its potential is \(-14.400\,e^{-1}=-5.297\) eV. The smaller magnitude comes from the finite range, not from a weaker coupling.

Attraction is a statement about force, not about the sign of an energy alone. Along the line of separation \(F=-dV/dr\), positive when the particles are pushed apart:

\[
F_\gamma=\frac{c_1Q_1\,c_2Q_2}{4\pi r^2},\qquad
F_\phi=-\frac{g_1g_2}{4\pi r^2}(1+\mu r)e^{-\mu r}.
\]

At 0.1 nm the photon force is \(+144.0\) eV/nm for two particles or two antiparticles and \(-144.0\) eV/nm for a mixed pair. The scalar force is about \(-144.0\times2e^{-1}\approx-106\) eV/nm for all three.

## The same signs from static energy

The reversed sign of \(A_0\) can be seen at work without diagrams. Hold two sources at rest. Nothing moves, so the energy is minus the Lagrangian. For a massless scalar with source densities \(\rho_1,\rho_2\),

\[
U_\phi=\int d^3r\left[\tfrac12(\nabla\phi)^2+(g_1\rho_1+g_2\rho_2)\phi\right].
\]

Making this stationary gives \(\nabla^2\phi=g_1\rho_1+g_2\rho_2\), so a small unit source produces \(\phi_a=-g_a/(4\pi r_a)\), where \(r_a\) is the distance from source \(a\). The interaction energy consists of the terms that involve both sources. The gradient part is

\[
\int d^3r\,\nabla\phi_1\cdot\nabla\phi_2
=-\int d^3r\,\phi_1\nabla^2\phi_2
=-g_2\int d^3r\,\phi_1\rho_2
=\frac{g_1g_2}{4\pi r}\equiv X .
\]

The source part is \(\int(g_1\rho_1\phi_2+g_2\rho_2\phi_1)\,d^3r=-2X\). The total is \(X-2X=-X\). The gradient energy of like sources is positive, but each source lowers its energy by \(X\) in the other's field, so the two source terms together are twice as large as the gradient term and of opposite sign.

For \(A_0\) the gradient term has the opposite sign:

\[
U_\gamma=\int d^3r\left[-\tfrac12(\nabla A_0)^2+(Q_1\rho_1+Q_2\rho_2)A_0\right].
\]

Its stationary condition is Gauss's law, \(-\nabla^2A_0=Q_1\rho_1+Q_2\rho_2\), with \(A_0=+Q_a/(4\pi r_a)\) for each source. With \(X\) now equal to \(Q_1Q_2/(4\pi r)\), the two parts are \(-X\) and \(+2X\), and the total is \(+X\). This equals the cross term of the familiar field energy \(\tfrac12\int\mathbf E^2\,d^3r\).

Integration over two narrow Gaussian sources gives \(+1.00000\) for the gradient integral and \(-2.00000\) for the scalar source coupling, in units of \(X\). The totals are then \(-1.00000\) for the scalar and, from the electric field energy, \(+1.00000\) for the charges.

## Moving charges reveal the scalar-like part

If the spatial components of the photon behave like scalars, their exchange should attract like sources. The sources of \(A_i\) are currents. For negligible momentum transfer,

\[
\bar u\gamma^0u=(E+m)+\frac{p^2}{E+m}=2E,\qquad
\bar u\gamma^iu=\xi^\dagger(\sigma^i\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p\,\sigma^i)\xi=2p^i ,
\]

where the first uses \(p^2=(E-m)(E+m)\) and the second uses \(\sigma^i\sigma^j+\sigma^j\sigma^i=2\delta^{ij}\). Two equal particles moving side by side with velocity \(\mathbf v=\mathbf p/E\) then have

\[
\frac{\text{current part}}{\text{charge part}}
=\frac{-(2\mathbf p)\cdot(2\mathbf p)}{(2E)^2}=-v^2 .
\]

At \(p/m=0.50\), \(v^2=0.25/1.25=0.2000\), and the full spinor calculation with a small sideways momentum transfer gives \(-0.2000\). Parallel currents of like charges attract, but for \(v<1\) this reduces the charge repulsion without overcoming it.

When energy is transferred, so that \(k^0\ne0\), the division into time and space components can depend on the gauge; the amplitude does not. Another covariant gauge adds a term proportional to \(k_\mu k_\nu\) to the propagator. With \(k=p-p'\), the Dirac equation gives

\[
k_\mu\bar u(p')\gamma^\mu u(p)=\bar u(p')(\not p-\not p')u(p)=(m-m)\,\bar u(p')u(p)=0 ,
\]

so the added term contributes nothing. For antiparticles the two masses enter as \(-m+m\), with the same result.

## Positronium and identical particles

An electron and a positron belong to one species, so they can also annihilate into a virtual photon and reappear. That photon carries \(k^2=4E^2\approx4m^2\) instead of \(-|\mathbf q|^2\). Take both spins up, a spin-triplet state. In the spinors above this means \(\xi=(1,0)\) and \(\eta=(0,1)\), and the slow annihilation current is

\[
\bar v\gamma^iu\to2m\,\eta^\dagger\sigma^i\xi=2m\,(1,i,0)^i .
\]

The current that recreates the pair is its complex conjugate, and their product is \(4m^2(1+1)=8m^2\). The annihilation amplitude has magnitude \(e^2\,8m^2/4m^2=2e^2\), against \(4m^2e^2/|\mathbf q|^2\) for exchange:

\[
\frac{|\mathcal M_{\rm ann}|}{|\mathcal M_{\rm exch}|}\to\frac{|\mathbf q|^2}{2m^2}.
\]

At \(p/m=0.010\) and a right angle, \(|\mathbf q|^2=2p^2\), so the ratio should be \(10^{-4}\); the computed value is \(9.999\times10^{-5}\). An amplitude that does not depend on \(\mathbf q\) transforms into a contact term \(\delta^3(\mathbf r)\). At first order it shifts only levels whose wavefunction is nonzero at zero separation, and it leaves the Coulomb attraction at a distance unchanged. In positronium, balancing \(p^2/m\) against \(\alpha/r\) with \(p\sim1/r\) gives \(p\sim\alpha m\), so this correction is suppressed by about \(\alpha^2\) relative to exchange. For the light scalar used here, with \(m\) the electron mass (\(\mu/m=0.00386\)) and the same momentum, angle and spins, annihilation is weaker still, with a ratio of \(5.372\times10^{-9}\): \(\gamma^0\) does not connect the large components of \(u\) and \(v\), so each vertex costs a factor of \(p\).

Two identical particles have a second diagram with the outgoing particles interchanged. It is what the same potential gives between antisymmetrized states, \(\tilde V(\mathbf p_1'-\mathbf p_1)-\tilde V(\mathbf p_2'-\mathbf p_1)\) when the spins are equal. It is not an additional force.

The two static potentials hold at lowest order in the coupling and for slow fermions. At higher speed, currents and spin-dependent terms enter at relative order \(p^2/m^2\), and a static potential no longer describes the full interaction.

## Table of computed values

```
Slow-fermion bilinears divided by 2m (dimensionless)
  particle: vector +1.0000, scalar +1.0000
  antiparticle: vector -1.0000, scalar +1.0000
P = particle, A = antiparticle
Momentum p/m = 0.010 (dimensionless)
Scaled potential: photon q^2 V/e^2; scalar (q^2+mu^2)V/g^2
  photon PP: at p +0.999950, limit +1.000000
  photon PA: at p -0.999950, limit -1.000000
  photon AA: at p +0.999950, limit +1.000000
  scalar PP: at p -0.999950, limit -1.000000
  scalar PA: at p -0.999950, limit -1.000000
  scalar AA: at p -0.999950, limit -1.000000
Parallel like charges: p/m = 0.50, v^2/c^2 = 0.2000
  current part / charge part = -0.2000
Annihilation/exchange at p/m = 0.010, triplet
  photon 9.999e-05, scalar 5.372e-09
Separation = 0.100 nm
hbar c = 197.3270 eV nm; 1/alpha = 137.0360
Scalar mass energy = 1973.27 eV; g^2/e^2 = 1.0
  photon PP: V = +14.400 eV, force = +144.0 eV/nm
  photon PA: V = -14.400 eV, force = -144.0 eV/nm
  photon AA: V = +14.400 eV, force = +144.0 eV/nm
  scalar PP: V = -5.297 eV, force = -106.0 eV/nm
  scalar PA: V = -5.297 eV, force = -106.0 eV/nm
  scalar AA: V = -5.297 eV, force = -106.0 eV/nm
Static cross energies in units of coupling^2/(4 pi r)
  electric field energy = +1.00000
  scalar gradient energy = +1.00000
  scalar source coupling = -2.00000
  massless scalar total = -1.00000
```
